# Mass-Velocity and Darwin Terms from the Koelling-Harmon Equation

## The exercise

Hartree atomic units are used: $\hbar=m_e=e=1$, energies are in hartree and lengths in bohr. An electron moves in a central potential energy $V(r)$, its energy $E$ does not include the rest energy, and a prime means $d/dr$. With

$$M(r)=1+\frac{E-V(r)}{2c^2},$$

the Koelling-Harmon equation for the radial function $g(r)$ is

$$-\frac{1}{2M}\left[g''+\frac{2}{r}g'-\frac{l(l+1)}{r^2}g\right]-\frac{V'}{4M^2c^2}\,g'+Vg=Eg .$$

**(a)** Obtain this equation from the radial Dirac equations, and say what is dropped.

**(b)** Expand it to order $c^{-2}$ and find the energy shift of a bound state.

**(c)** Show that the term in $(E-V)^2$ gives the mass-velocity expectation value $-\langle p^4\rangle/(8c^2)$, and that the term in $V'\,d/dr$ gives the Darwin expectation value $\langle\nabla^2V\rangle/(8c^2)$.

**(d)** Evaluate both for the 1s state of a one-electron ion with a point nucleus of charge $Z=10$.

## Hints

1. In (a), solve one Dirac equation for the small component and insert it in the other. Then average over the two values of $j$ that belong to one $l$.
2. In (b), the bracket is already multiplied by a small quantity in the correction. There it may be replaced by its nonrelativistic value.
3. In (c), $g\,g'$ is half the derivative of $g^2$. Keep the boundary term when integrating by parts.
4. For a point nucleus, read $\langle p^4\rangle$ as the squared norm of $p^2\psi$.

## Solution

### (a) Origin of the equation

Let $P=rg$ be the large radial component and $Q$ the small one. The radial Dirac equations are

$$P'=-\frac{\kappa}{r}P+2Mc\,Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P,$$

with $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. In both cases $\kappa(\kappa+1)=l(l+1)$.

The first equation gives $Q=(P'+\kappa P/r)/(2Mc)$. Differentiating this, inserting it in the second equation and multiplying by $2Mc$ gives

$$P''+\frac{\kappa}{r}P'-\frac{\kappa}{r^2}P-\frac{M'}{M}\left(P'+\frac{\kappa}{r}P\right)=\frac{\kappa}{r}P'+\frac{\kappa^2}{r^2}P-2M(E-V)P .$$

The terms $\kappa P'/r$ cancel, and $\kappa+\kappa^2=l(l+1)$:

$$P''-\frac{l(l+1)}{r^2}P-\frac{M'}{M}\left(P'+\frac{\kappa}{r}P\right)+2M(E-V)P=0 .$$

Now use $P''=rg''+2g'$ and $P'+\kappa P/r=rg'+(\kappa+1)g$, divide by $-2Mr$, and insert $M'=-V'/(2c^2)$:

$$-\frac{1}{2M}\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]-\frac{V'}{4M^2c^2}\left[g'+\frac{\kappa+1}{r}g\right]-(E-V)g=0 .$$

The term in $\kappa+1$ is the spin-orbit coupling. Weighted with the number of states $2j+1$, its average over $j$ is proportional to

$$(2l+2)(-l)+2l(l+1)=0 .$$

Dropping it leaves the Koelling-Harmon equation. The average is taken with one common $g$, so for $l>0$ the resulting energy equals the weighted average of the two Dirac energies only to order $c^{-2}$. For 2p the two shifts are $-0.009709$ and $-0.009729$ hartree at $Z=10$, and $-40.8$ and $-46.8$ hartree at $Z=80$. For $l=0$ there is one value, $\kappa=-1$, the term is absent from the start, and nothing is lost.

### (b) Expansion and energy shift

Where $|E-V|\ll 2c^2$,

$$\frac{1}{2M}=\frac12\left[1-\frac{E-V}{2c^2}\right]+O(c^{-4}).$$

The $V'$ term already carries $c^{-2}$, so $M=1$ suffices there. Write $Tg=-\tfrac12[g''+2g'/r-l(l+1)g/r^2]$. The equation becomes

$$Tg-\frac{E-V}{2c^2}\,Tg-\frac{V'}{4c^2}g'+Vg=Eg .$$

In the second term $Tg$ may be replaced by its lowest-order value $(E-V)g$, because the error is of order $c^{-4}$:

$$\left[T+V-\frac{(E-V)^2}{2c^2}-\frac{V'}{4c^2}\frac{d}{dr}\right]g=Eg .$$

Let $g_0$ be real, with $(T+V)g_0=E_0g_0$ and $\int_0^\infty g_0^2r^2dr=1$. Set $g=g_0+g_1/c^2$ and $E=E_0+E_1/c^2$. The terms of order $c^{-2}$ are

$$(T+V-E_0)g_1-\tfrac12(E_0-V)^2g_0-\tfrac14V'g_0'=E_1g_0 .$$

The energy inside the correction is $E_0$, since its own shift would enter at order $c^{-4}$. Multiply by $g_0r^2$ and integrate. Two integrations by parts move $T$ from $g_1$ to $g_0$, and $(T+V-E_0)g_0=0$, so the first term leaves

$$-\tfrac12\Big[r^2(g_0g_1'-g_1g_0')\Big]_0^\infty .$$

This vanishes for bound states in a smooth potential. For $V=-Z/r$ and $l=0$ the origin needs a look. There $g_0'=-Zg_0$, so the correction terms behave as

$$-\frac{Z^2}{2r^2}g_0+\frac{Z^2}{4r^2}g_0=-\frac{Z^2}{4r^2}g_0 .$$

A function $g_1=a\ln r$ has $Tg_1=-a/(2r^2)$, which balances this if $a=-Z^2g_0(0)/2$. Then $r^2g_1'$ and $r^2g_1$ both tend to zero, and so does the boundary term. A further piece of $g_1$ proportional to $1/r$ would spoil this. It is excluded as the irregular solution, a choice supported by the numerical solution of the unexpanded equation in part (d). For $l\ge1$, with $g_0\approx b\,r^l$, the most singular correction term is $-\tfrac14Zlb\,r^{l-3}$. It is balanced by $g_1\approx\tfrac14Zb\,r^{l-1}$, since $Tr^{l-1}=l\,r^{l-3}$, and the boundary term again tends to zero.

The energy is therefore, to order $c^{-2}$,

$$E=E_0+A+B,$$

$$A=-\frac{1}{2c^2}\int_0^\infty (E_0-V)^2g_0^2\,r^2dr,\qquad B=-\frac{1}{4c^2}\int_0^\infty g_0V'g_0'\,r^2dr .$$

### (c) The two expectation values

**Mass-velocity.** The relativistic kinetic energy is $\sqrt{p^2c^2+c^4}-c^2=p^2/2-p^4/(8c^2)+\dots$, and its second term is the mass-velocity correction. The full wavefunction $\psi_0=g_0Y_{lm}$ obeys $p^2\psi_0=2(E_0-V)\psi_0$. Taking the squared norm,

$$\langle p^4\rangle=\|p^2\psi_0\|^2=4\langle(E_0-V)^2\rangle,\qquad\text{so}\qquad A=-\frac{\langle p^4\rangle}{8c^2}.$$

The norm equals the momentum-space integral of $p^4$ times the momentum density. For s states it avoids applying $\nabla^2$ to the $1/r$ singularity that $p^2\psi_0$ has at a point nucleus.

**Darwin.** Since $g_0g_0'=\tfrac12(g_0^2)'$,

$$B=-\frac{1}{8c^2}\int_0^\infty r^2V'(g_0^2)'dr=-\frac{1}{8c^2}\Big[r^2V'g_0^2\Big]_0^\infty+\frac{1}{8c^2}\int_0^\infty g_0^2\,(r^2V')'dr .$$

For a smooth potential the boundary term vanishes. For a central potential $(r^2V')'=r^2\nabla^2V$, so $B=\langle\nabla^2V\rangle/(8c^2)$.

For $V=-Z/r$ the roles are exchanged. Now $r^2V'=Z$ is constant, the integral is zero, and the lower limit gives

$$B=\frac{Zg_0(0)^2}{8c^2}=\frac{\pi Z|\psi_0(0)|^2}{2c^2},$$

where $|\psi_0(0)|^2=g_0(0)^2/(4\pi)$ for an s state. This is again $\langle\nabla^2V\rangle/(8c^2)$, because $\nabla^2(-Z/r)=4\pi Z\,\delta(\mathbf r)$. For $l>0$, $g_0(0)=0$ and $B=0$.

These are equalities of expectation values. The mass-velocity one needs an eigenstate of $T+V$, while the Darwin one uses only integration by parts and a real radial function. They are not operator identities, as the second variation shows.

### (d) The ion with $Z=10$

For 1s, $g_0=2Z^{3/2}e^{-Zr}$ and $E_0=-Z^2/2=-50$ hartree. The averages needed are

$$\left\langle\frac1r\right\rangle=4Z^3\int_0^\infty re^{-2Zr}dr=Z,\qquad \left\langle\frac1{r^2}\right\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2 .$$

Hence

$$\langle(E_0-V)^2\rangle=\frac{Z^4}{4}-Z^3\left\langle\frac1r\right\rangle+Z^2\left\langle\frac1{r^2}\right\rangle=\frac{5Z^4}{4}.$$

With $c=137.036$, so that $c^2=18778.9$,

$$A=-\frac{5Z^4}{8c^2}=-\frac{6250}{18778.9}=-0.33282,\qquad B=\frac{Z\cdot4Z^3}{8c^2}=\frac{5000}{18778.9}=0.26626\ \text{hartree}.$$

The sum is $-0.06656$ hartree, or $-1.811$ eV. The two corrections largely cancel: $A$ alone is five times the sum, and $B$ alone has the wrong sign.

The numerical check also solves the unexpanded Koelling-Harmon equation. In hartree:

| State | $A$ | $B$ | $A+B$ | Full shift |
|---|---|---|---|---|
| 1s | −0.33282 | 0.26626 | −0.06656 | −0.06674 |
| 2s | −0.05408 | 0.03328 | −0.02080 | −0.02086 |
| 2p | −0.009707 | 0 | −0.009707 | −0.009709 |

For 1s the remainder is $-1.78\times10^{-4}$ hartree, about 0.3% of the full shift. A remainder of order $c^{-4}$ should fall by a factor 16 when $c$ is doubled. The computed factor is 16.04 for both s states. For 2p it is 17.96. That remainder is only $-1.35\times10^{-6}$ hartree. Its $c^{-4}$ coefficient is small, so the next term is visible. Further doublings of $c$ give 16.71, 16.23 and 16.07, an approach to 16 that follows the pattern of a term in $c^{-6}\ln c$.

The expansion of $M$ cannot hold everywhere: near the nucleus $-V=Z/r$ exceeds $2c^2$ when $r<Z/(2c^2)=2.66\times10^{-4}$ bohr. For 1s, the part of $A$ from this region is approximately

$$-\frac{1}{2c^2}\,Z^2g_0(0)^2\,\frac{Z}{2c^2}=-\frac{Z^6}{c^4},$$

which is of the next order. Its computed share of $A$ is 0.85%. To leading order the share grows as $Z^2/c^2$, a sign that the first-order result becomes less accurate for heavy nuclei.

The model leaves out nuclear size and recoil and radiative effects. For 2p it also leaves out the spin-orbit splitting.

## Variation 1: a smooth potential

**Question.** Find $A$ and $B$ for $V=r^2/2$ in the lowest states with $l=0$ and $l=1$.

**Solution.** Here $g_0\propto r^le^{-r^2/2}$ and $E_0=l+\tfrac32$. Integration by parts gives

$$\int_0^\infty r^{m+2}e^{-r^2}dr=\frac{m+1}{2}\int_0^\infty r^me^{-r^2}dr .$$

With $m=2l+2$ this yields $\langle r^2\rangle=l+\tfrac32=E_0$. A second use, with $m=2l+4$, yields $\langle r^4\rangle=(l+\tfrac32)(l+\tfrac52)$. Then

$$c^2A=-\tfrac12\left(E_0^2-E_0\langle r^2\rangle+\tfrac14\langle r^4\rangle\right)=-\tfrac18\langle r^4\rangle ,$$

which is $-15/32=-0.46875$ for $l=0$ and $-35/32=-1.09375$ for $l=1$. Since $\nabla^2V=3$ everywhere, $c^2B=3/8=0.375$ in both states. For $V=-Z/r$ the Darwin term vanishes for $l>0$ because $\nabla^2V$ acts only at the origin, where $g_0$ vanishes. Here $\nabla^2V$ acts everywhere. Angular momentum alone does not remove the term.

The sums are $-0.09375$ and $-0.71875$. The full equation, solved on $r\le7$ at $c=40$ and $80$ and extrapolated to large $c$, gives the same values. The outer radius must stay below $r\approx2c$ (80 for $c=40$), where $V-E$ exceeds $2c^2$ and $M$ changes sign. Well inside that limit the choice is not delicate: outer radii of 7 and 12 give the same five digits.

## Variation 2: two different states

**Question.** Is $D=-(V'/4c^2)\,d/dr$ the Darwin operator? Compare its elements between 1s and 2s for $V=-Z/r$, $Z=10$.

**Solution.** Let $g_1$ and $g_2$ now denote the 1s and 2s functions. With $r^2V'=Z$,

$$\langle1|D|2\rangle+\langle2|D|1\rangle=-\frac{Z}{4c^2}\int_0^\infty(g_1g_2)'dr=\frac{Zg_1(0)g_2(0)}{4c^2}.$$

This is twice the Darwin element $Zg_1(0)g_2(0)/(8c^2)$, so the mean of the two orders is correct. The single elements differ. Using $g_2=(Z^{3/2}/\sqrt2)(1-Zr/2)e^{-Zr/2}$,

$$\langle1|D|2\rangle=-\frac{Z}{4c^2}\sqrt2\,Z^4\int_0^\infty\left(-1+\frac{Zr}{4}\right)e^{-3Zr/2}dr=\frac{5\sqrt2\,Z^4}{36c^2}=0.1046\ \text{hartree}.$$

The sum rule then gives $\langle2|D|1\rangle=4\sqrt2\,Z^4/(36c^2)=0.0837$ hartree, while the Darwin element is $0.0941$ hartree. So $D$ is not Hermitian and is not the Darwin operator. Its antisymmetric part drops out of the expectation value in a real radial state, and that is why first-order energies agree.

The other term has a similar limit. Between different states the element of $p^4$ is $4\langle1|(E_1-V)(E_2-V)|2\rangle$, where $E_1$ and $E_2$ are the two nonrelativistic energies, and since the states are orthogonal, $\langle1|(E-V)^2|2\rangle$ differs from $\langle1|(E_1-V)(E_2-V)|2\rangle$ by $(E_1+E_2-2E)\langle1|V|2\rangle$. When $\langle1|V|2\rangle\neq0$, agreement needs $E=(E_1+E_2)/2$, a value that changes with the pair of states, so no fixed $E$ makes $4(E-V)^2$ the operator $p^4$.

## Numbers as computed

```
nuclear charge Z = 10
speed of light c = 137.035999 a.u.
radius Z/(2c^2) where expansion of M fails = 2.6626e-04 bohr
1s Dirac energy = -50.06674202 hartree
1s nonrelativistic energy E0 = -50.000000 hartree
1s -<(E0-V)^2>/(2c^2) = -0.33282097 hartree
1s -<p^4>/(8c^2), momentum space = -0.33282097 hartree
1s V' d/dr term = 0.26625677 hartree
1s Darwin from density at nucleus = 0.26625677 hartree
1s first-order sum = -0.06656419 hartree
1s full KH shift E-E0 = -0.06674202 hartree
1s remainder beyond first order = -1.778e-04 hartree
1s remainder ratio, c to 2c = 16.040
1s first-order sum = -1.81130 eV
1s share of (E0-V)^2 term inside Z/(2c^2) = 0.00849
2s Dirac energy = -12.52085966 hartree
2s nonrelativistic energy E0 = -12.500000 hartree
2s -<(E0-V)^2>/(2c^2) = -0.05408341 hartree
2s -<p^4>/(8c^2), momentum space = -0.05408341 hartree
2s V' d/dr term = 0.03328210 hartree
2s Darwin from density at nucleus = 0.03328210 hartree
2s first-order sum = -0.02080131 hartree
2s full KH shift E-E0 = -0.02085966 hartree
2s remainder beyond first order = -5.835e-05 hartree
2s remainder ratio, c to 2c = 16.041
2p nonrelativistic energy E0 = -12.500000 hartree
2p -<(E0-V)^2>/(2c^2) = -0.00970728 hartree
2p -<p^4>/(8c^2), momentum space = -0.00970728 hartree
2p V' d/dr term = -0.00000000 hartree
2p Darwin from density at nucleus = 0.00000000 hartree
2p first-order sum = -0.00970728 hartree
2p full KH shift E-E0 = -0.00970863 hartree
2p remainder beyond first order = -1.350e-06 hartree
2p remainder ratio, c to 2c = 17.957
V' term <1s|..|2s> = 0.10459554 hartree
V' term <2s|..|1s> = 0.08367643 hartree
Darwin element 1s-2s = 0.09413598 hartree
oscillator l=0: c^2 * mass-velocity = -0.468750 a.u.
oscillator l=0: c^2 * Darwin = 0.375000 a.u.
oscillator l=0: c^2 * KH shift, large-c limit = -0.093750 a.u.
oscillator l=1: c^2 * mass-velocity = -1.093750 a.u.
oscillator l=1: c^2 * Darwin = 0.375000 a.u.
oscillator l=1: c^2 * KH shift, large-c limit = -0.718750 a.u.
```
